# Exact elimination of a proton-hopping superbasin in lattice Monte Carlo

## What units and symmetry decide

During atomic layer deposition, a proton on an oxide surface may hop many times among oxygen atoms and ligands before a protonated ligand desorbs. A lattice Monte Carlo program that executes every hop spends its effort inside this group of configurations, called a superbasin. We want the probability of each way out and the mean time to leave, without executing the hops.

The data are rates, all with unit 1/time. If every rate is multiplied by \(\lambda\), the same sequence of hops is run on a clock \(\lambda\) times faster. An exit probability \(B\) and a mean exit time \(t\) must therefore obey

\[
B(\lambda\,\text{rates})=B(\text{rates}),\qquad
t(\lambda\,\text{rates})=\lambda^{-1}t(\text{rates}).
\]

So \(B\) depends on ratios of rates, and \(t\) is an inverse rate times a function of such ratios.

Symmetry can fix that function. Take two equivalent sites, with hop rate \(k\) each way and exit rate \(e\) from each. Units give \(t=e^{-1}f(k/e)\). Wherever the proton sits, it leaves at rate \(e\), so its survival probability is \(\exp(-et)\) and \(f=1\). The hops have no effect on the exit time. When the two exit rates differ, the hops do matter, and their effect has to be calculated.

## Two sites by hand

Let site 1 be an oxygen and site 2 a ligand. The hop rates are \(k_{12}\) (from 1 to 2) and \(k_{21}\). From site 1 the proton leaves the patch at rate \(e_1\); from site 2 the protonated ligand desorbs at rate \(e_2\). The rates are constant and depend on the present configuration alone, so the process is a Markov chain. The total outgoing rates are

\[
S_1=k_{12}+e_1,\qquad S_2=k_{21}+e_2 .
\]

The mean wait on site 1 is \(1/S_1\). The next event is a hop to site 2 with probability \(k_{12}/S_1\), after which the mean remaining time is \(t_2\). Hence \(t_1=1/S_1+(k_{12}/S_1)t_2\). Multiplying by \(S_1\), and treating site 2 alike,

\[
S_1t_1=1+k_{12}t_2,\qquad S_2t_2=1+k_{21}t_1 .
\]

Now remove site 2. Its equation gives \(t_2=(1+k_{21}t_1)/S_2\), and the first equation becomes

\[
(k_{12}+e_1)t_1=1+\frac{k_{12}}{S_2}+\frac{k_{12}k_{21}}{S_2}t_1 .
\]

Collect the terms in \(t_1\) and use \(1-k_{21}/S_2=e_2/S_2\):

\[
\left(e_1+\frac{k_{12}e_2}{S_2}\right)t_1=1+\frac{k_{12}}{S_2},
\qquad
t_1=\frac{1+k_{12}/S_2}{e_1+k_{12}e_2/S_2}.
\]

This is the equation of a single site with two changes. It has a new exit rate \(k_{12}e_2/S_2\): the rate of hopping to site 2 times the probability of desorbing there before hopping back. Its source term is no longer 1 but \(1+k_{12}/S_2\), which adds the time spent on site 2 to the time spent on site 1. Excursions that return to site 1 need no event of their own. The probability of desorption is the ratio of exit rates,

\[
B_{1,\rm des}=\frac{k_{12}e_2/S_2}{e_1+k_{12}e_2/S_2}.
\]

Three cases show what the formula contains.

- Equal sites: with \(k_{12}=k_{21}=k\) and \(e_1=e_2=e\), numerator and denominator share the factor \(1+k/(k+e)\), and \(t_1=1/e\), as symmetry required.
- Fast hops: if \(k_{12},k_{21}\gg e_1,e_2\), then \(S_2\to k_{21}\) and
\[
t_1\to\frac{k_{12}+k_{21}}{k_{21}e_1+k_{12}e_2}.
\]
This is the inverse of the exit rate averaged over the equilibrium occupations \(k_{21}/(k_{12}+k_{21})\) and \(k_{12}/(k_{12}+k_{21})\).
- No exit from the oxygen: with \(e_1=0\),
\[
t_1=\frac{S_2+k_{12}}{k_{12}e_2}=\frac1{k_{12}}+\frac1{e_2}+\frac{k_{21}}{k_{12}e_2}.
\]
The last term is the time spent waiting on the oxygen again after failed visits to the ligand. The time on the ligand itself, summed over all visits, is \(1/e_2\). As \(k_{12}\to0\) the time diverges, because the proton cannot reach the exit.

## The general equations

Let the superbasin be a finite set of configurations \(i\), with hop rates \(k_{ij}\) (\(k_{ii}=0\)) and rates \(e_{ia}\) through exits \(a\). Each configuration must have some path to an exit. Define

\[
S_i=\sum_jk_{ij}+\sum_ae_{ia},\qquad Q_{ij}=k_{ij}-S_i\delta_{ij}.
\]

The probabilities inside the basin, written as a row vector, obey \(\dot p=pQ\), so \([\exp(Qt)]_{ij}\) is the probability of being at \(j\) at time \(t\) after starting at \(i\). Because an exit can be reached from everywhere, there is a time \(\tau\) within which every start has left with at least some probability \(\delta>0\). After \(n\) such intervals the survival probability is at most \((1-\delta)^n\). Thus \(\exp(Qt)\) decays exponentially and the matrix

\[
M=\int_0^\infty e^{Qt}dt
\]

exists. Since \(QM=\int_0^\infty (d/dt)e^{Qt}dt=-1\), we have \(M=(-Q)^{-1}\). The element \(M_{ij}\) is the mean time spent at \(j\).

The probability flux through exit \(a\) is \([e^{Qt}e]_{ia}\); its time integral is \(B_{ia}\). The survival probability is \(u_i(t)=\sum_j[e^{Qt}]_{ij}\), the exit-time density is \(-\dot u_i\), and integration by parts gives \(t_i=\int_0^\infty u_i\,dt\). Therefore

\[
B=Me,\qquad t=M\mathbf 1 ,
\]

where \(\mathbf 1\) is a column of ones. Multiplying by \(-Q\) returns the first-jump equations:

\[
S_iB_{ia}=e_{ia}+\sum_jk_{ij}B_{ja},\qquad
S_it_i=1+\sum_jk_{ij}t_j .
\]

## Removing one configuration

Both equations have the form \(S_iv_i=w_i+\sum_jk_{ij}v_j\), with \(w_i=1\) for the time and \(w_i=e_{ia}\) for exit \(a\). For a configuration \(x\),

\[
v_x=\frac{w_x+\sum_{j\ne x}k_{xj}v_j}{S_x}.
\]

Insert this into the equation of another configuration \(i\), and move the term containing \(v_i\) to the left:

\[
\left(S_i-\frac{k_{ix}k_{xi}}{S_x}\right)v_i
=w_i+\frac{k_{ix}w_x}{S_x}
+\sum_{j\ne i,x}\left(k_{ij}+\frac{k_{ix}k_{xj}}{S_x}\right)v_j .
\]

The right side defines the new quantities

\[
k'_{ij}=k_{ij}+\frac{k_{ix}k_{xj}}{S_x},\quad
e'_{ia}=e_{ia}+\frac{k_{ix}e_{xa}}{S_x},\quad
w'_i=w_i+\frac{k_{ix}w_x}{S_x},
\]

with \(k'_{ii}=0\). The bracket on the left must be the total of the new outgoing rates. It is: removing the hop to \(x\) takes away \(k_{ix}\), while the new routes through \(x\) to places other than \(i\) add \(k_{ix}(S_x-k_{xi})/S_x\), so

\[
S'_i=S_i-k_{ix}+k_{ix}\frac{S_x-k_{xi}}{S_x}
=S_i-\frac{k_{ix}k_{xi}}{S_x}.
\]

The smaller problem has the same form and the same solution on the remaining configurations. A path to an exit through \(x\) has become a direct link, so exits remain reachable and no later \(S_x\) vanishes. Repeating the step down to one configuration, then using the formula for \(v_x\) in reverse order, gives \(B\) and \(t\) for every entry. By induction nothing has been approximated.

In a program, \(S_x\) is summed afresh from the current outgoing rates. The elimination then contains sums, products and quotients of nonnegative numbers, and no subtraction. A general linear solver receives \(S_i\) already rounded, and must recover a small exit rate as the difference between \(S_i\) and the hop rates. Its relative error can grow like the rounding unit times the ratio of hop to exit rates.

## A patch with three oxygens and two ligands

The model patch has oxygens O1, O2 and O3, and ligands LA and LB. One proton moves among them; all else is fixed. The rates are

\[
k_{ij}=\nu\exp\left[-\frac{E^\ddagger_{ij}-E_i}{k_BT}\right],\qquad
\nu=10^{13}\ {\rm s^{-1}},\quad T=500\ {\rm K},
\]

so \(k_BT=0.04309\) eV. The site energies, in eV, are 0 (O1), 0.05 (O2), 0.02 (O3), 0.15 (LA) and 0.10 (LB). The hop saddles \(E^\ddagger_{ij}\), on the same scale, are 0.35 (O1–O2), 0.40 (O2–O3), 0.45 (O1–O3), 0.40 (O1–LA) and 0.45 (O3–LB). The exits are desorption of protonated LA, desorption of protonated LB, and a hop from O2 to an outside oxygen X. All these energies are chosen round values.

First take low exit saddles: 0.50 eV (LA), 0.55 eV (LB) and 0.45 eV (X). Exits then compete with hops. To remove O2 we need, in ns\(^{-1}\), its rates 9.46527 to O1, 2.96589 to O3 and 0.92935 to X:

\[
S_{\rm O2}=9.46527+2.96589+0.92935=13.36051 .
\]

O1 hops to O2 at 2.96589 and directly to O3 at 0.29121. After the removal,

\[
k'_{\rm O1,O3}=0.29121+\frac{(2.96589)(2.96589)}{13.36051}=0.9496,
\]

\[
e'_{\rm O1,X}=\frac{(2.96589)(0.92935)}{13.36051}=0.2063,\qquad
w'_{\rm O1}=1+\frac{2.96589}{13.36051}=1.2220 .
\]

The direct O1–O3 hop is slow, so most of the new rate is the route through O2. Continuing the elimination gives \(t_{\rm O1}=5.2905\) ns and \(t_{\rm O3}=5.5865\) ns. Back substitution then gives O2:

\[
t_{\rm O2}=\frac{1+9.46527(5.2905)+2.96589(5.5865)}{13.36051}=5.063\ {\rm ns}.
\]

The exit probabilities, in the order LA, LB, X, are

- from O1: 0.223, 0.064, 0.713;
- from O3: 0.204, 0.083, 0.713;
- from LA: 0.293, 0.058, 0.649, with \(t_{\rm LA}=4.848\) ns.

The entry matters. From LA the first event is desorption with probability \(2.966/(30.207+2.966)=0.089\), since the exit rate is 2.966 ns\(^{-1}\) and the hop rate back to O1 is 30.207 ns\(^{-1}\). Otherwise the proton continues from O1. With one more digit in each factor, the total is \(0.0894+0.9106\times0.2233=0.293\).

O1 and O3 have the same probability of leaving through X. This follows from the chosen energies. Each ligand's exit saddle lies 0.10 eV above its hop saddle, so both return the proton with the same probability. For each of these oxygens the saddle to its ligand lies 0.05 eV above the saddle to O2, so the rate of loss by desorption has the same ratio to the rate of reaching O2. If O1 and O3 have equal probabilities, the direct hop between them drops out of both equations, and the equations become identical. Their solution is unique, so the probabilities are equal.

## When hops are much faster than exits

Let \(\pi_i\propto\exp(-E_i/k_BT)\) be the equilibrium occupation of the closed basin, normalized to one. Both directions of a hop share a saddle, so \(\pi_ik_{ij}=\pi_jk_{ji}\). Multiply the first-jump equations by \(\pi_i\) and sum over \(i\). The hop terms cancel in pairs, leaving two exact sum rules, with \(\eta_i=\sum_ae_{ia}\):

\[
\sum_i\pi_i\eta_it_i=1,\qquad
\sum_i\pi_i\eta_iB_{ia}=\sum_i\pi_ie_{ia}.
\]

Now multiply all hop rates by a large \(\lambda\). Dividing the equation for \(B\) by \(\lambda\) shows that \(\sum_jk_{ij}(B_{ja}-B_{ia})\to0\). In a connected basin this forces \(B_{ia}\) to be the same for all \(i\). The equation for \(t_i\), divided also by the largest \(t_i\), gives the same result for the times; that largest time is at least \(1/\sum_i\pi_i\eta_i\) by the first sum rule. The sum rules then yield

\[
t\to\frac1{\sum_i\pi_i\eta_i},\qquad
B_a\to\frac{\sum_i\pi_ie_{ia}}{\sum_i\pi_i\eta_i}
=\frac{e^{-E_a^\ddagger/k_BT}}{\sum_be^{-E_b^\ddagger/k_BT}} .
\]

The last form holds when each exit starts from one site and all prefactors are equal. The site energy then cancels between occupation and barrier.

Raise all three exit saddles by 0.55 eV, to 1.05, 1.10 and 1.00 eV. The exit rates fall to 8480 s\(^{-1}\) (LA), 833 s\(^{-1}\) (LB) and 2657 s\(^{-1}\) (X), while the hops remain on the nanosecond scale. Elimination gives a mean exit time of 1.762 ms from O1 and probabilities 0.2220, 0.0696 and 0.7085. LA has the largest exit rate but not the largest probability, because the proton is seldom there.

The mean number of internal hops bypassed is \(9.20\times10^6\). It comes from the same elimination with \(w_i=S_i\), which counts jumps, less one for the exit itself. Over all entries, the fast-hop probabilities differ from the exact ones by less than \(4\times10^{-7}\), and the fast-hop time differs from the exact times by a relative amount below \(4\times10^{-7}\). Here the limit would suffice. With the low exit saddles it predicts the same probabilities, since a common shift cancels, and so misses the value 0.293 found from LA.

The sum rule still holds there. The fast-hop probabilities are the weights \(\pi_i\eta_i/\sum_j\pi_j\eta_j\) of LA, LB and O2. Their probabilities of exit through LA are 0.293, 0.186 and 0.203, and

\[
0.222(0.293)+0.070(0.186)+0.708(0.203)\approx0.222 .
\]

Slow exits also expose rounding. At 300 K, with the high exit saddles, a double-precision linear solve has a relative error of order \(10^{-5}\) in the mean time (the digits depend on the order in which the sites are listed), measured against 50-digit arithmetic with the same rates. For elimination it is a few times \(10^{-16}\). Both are the largest over the five entries.

## What one random time does not preserve

A simulation can draw the exit from \(B_{ia}\) and advance the clock by an independent exponential time of mean \(t_i\). Both means are then right, but the distribution of the time generally is not. In the two-site case with \(e_1=0\), the ligand occupation starts as \(k_{12}t\), so the exit probability starts as \(k_{12}e_2t^2/2\). An exponential starts as \(t/t_1\).

The opposite happens from LA with low exit saddles, where desorption is possible at once. The probability of leaving within 0.5 ns, from the matrix exponential, is 0.169. The exponential gives \(1-\exp(-0.5/4.848)=0.098\). The two curves have equal means, so they must cross. Here they differ most near 0.15 ns and almost agree at the mean exit time, where the probabilities of having left are 0.635 and 0.632. For this entry the absolute difference is largest when a simulation stops, or changes its rates, at a fixed time well before the mean exit time. After the crossing it stays below about 0.012, but the relative error of the tail grows: the true survival probability is 1.33 times the exponential one at 20 ns and about twice it at 40 ns.

The exit and the time are also correlated. Since \(\int_0^\infty te^{Qt}dt=M^2\), again by parts, the mean time given exit \(a\) is \([M^2e]_{ia}/B_{ia}=[MB]_{ia}/B_{ia}\), which is an elimination with \(w_i=B_{ia}\). From LA it is 3.55 ns for desorption of LA, 6.13 ns for LB and 5.32 ns for X. The first is much the shortest because about 31% of the protons that leave this way desorb before hopping, after only 0.03 ns on average. The rest take 5.10 ns on average.

Mean times of a longer process do survive. If \(T_a\) is the mean remaining time after exit \(a\), then \(T_i=t_i+\sum_aB_{ia}T_a\), which contains the preserved quantities alone. Suppose that X returns the proton to O2 at 1.0 ns\(^{-1}\) or loses it for good at 0.1 ns\(^{-1}\), and that desorption ends the process. Then \(1.1\,T_X=1+t_{\rm O2}+B_{\rm O2,X}T_X\), and with \(B_{\rm O2,X}=0.7329\),

\[
T_X=\frac{1+5.063}{1.1-0.7329}=16.5\ {\rm ns},\qquad
T_{\rm LA}=4.848+0.649(16.5)\approx15.6\ {\rm ns}.
\]

Events elsewhere on the lattice need care. Let one occur at constant rate \(r\), whatever the proton does. One exact treatment adds it as an exit from every configuration, labelled by the proton's site, so that the simulation can resume from there. Its probabilities are \(r(r-Q)^{-1}\). For \(r=1\) ns\(^{-1}\) and a start on LA, it comes before any proton exit with probability 0.770. An exponential of the correct mean would give \(rt/(1+rt)=4.848/5.848=0.829\).

## The algorithm

1. Choose a finite set of complete lattice configurations linked by fast hops. List every other possible event as an exit, labelled by the configuration it produces.
2. Set \(w_i=1\). Remove configurations one at a time with the three update formulas, summing \(S_x\) from current rates and storing the row of each removed configuration.
3. Solve the last configuration and substitute back to obtain \(B_{ia}\) and \(t_i\) for all entries.
4. On entry at \(i\), draw the exit from \(B_{ia}\). Advance the clock by \(t_i\), or by a random time of that mean, if mean times are all that is needed.
5. If the distribution matters, draw the time from \(u_i(t)\), then the exit with probability proportional to \([e^{Qt}e]_{ia}\). If the time passes a deadline, stop there and draw the proton's site from row \(i\) of \(e^{Qt}\), normalized by \(u_i\).

For \(n\) configurations with dense links and \(m\) labelled exits the work grows as \(n^2(n+m)\), however many hops are bypassed. The table can be reused while the rates stay the same. A change of temperature, gas pressure or neighbouring occupation that alters a rate requires a new elimination. A closed basin has no finite exit time, and the method does not apply to it.
